# Disentangled Wannier bands on the coarse grid: frozen energies and Ritz values: a numerical check

```python
"""
Result under test: after disentanglement, Wannier-interpolated energies on the
coarse k grid are Ritz values of H in the selected subspace. Frozen energies are
exact; the others obey e[j] <= theta[j] <= e[j+N-J], where e are the non-frozen
energies in the outer window.
Symbols: N = states in outer window, M = frozen states, J = Wannier functions
per cell, theta = interpolated energy, frame = orthonormal basis of the subspace.
Model: chain with four orthonormal orbitals per site, lattice constant a = 1,
energies in eV. Position is diagonal and equal for all orbitals of one site.
"""
import numpy as np

rng = np.random.default_rng(7)
NK, NORB, J = 16, 4, 2
FROZEN_TOP, OUTER_TOP = 1.5, 8.2
onsite = np.diag([-1.5, 2.0, 5.0, 8.0])
hop = np.array([[-0.30, 0.15, 0.00, 0.00],
                [-0.10, -0.80, 0.25, 0.10],
                [0.00, 0.15, 1.30, 0.20],
                [0.00, 0.00, 0.10, -0.50]])
kgrid = 2 * np.pi * np.arange(NK) / NK


def bloch_h(k):
    return onsite + hop * np.exp(1j * k) + hop.T * np.exp(-1j * k)


def dagger(x):
    return x.conj().T


# Input bands and windows
bands, states, n_win, n_froz = [], [], [], []
for k in kgrid:
    e, c = np.linalg.eigh(bloch_h(k))
    bands.append(e)
    states.append(c)
    n_win.append(int(np.sum(e <= OUTER_TOP)))
    n_froz.append(int(np.sum(e <= FROZEN_TOP)))
assert all(m <= J <= n for m, n in zip(n_froz, n_win))
assert min(n_froz) < J and min(n_win) > J

# Disentanglement: sequential minimization of the invariant spread
trial = np.eye(NORB)[:, :J]
db = 2 * np.pi / NK
wb = 1 / (2 * db**2)


def select(i, matrix):
    """Frozen states plus the best non-frozen combinations for a given matrix."""
    m, n = n_froz[i], n_win[i]
    free = states[i][:, m:n]
    vec = np.linalg.eigh(dagger(free) @ matrix @ free)[1]
    best = free @ vec[:, (n - m) - (J - m):]
    return np.hstack([states[i][:, :m], best])


def spread(frames):
    total = 0.0
    for i in range(NK):
        for s in (-1, 1):
            overlap = dagger(frames[i]) @ frames[(i + s) % NK]
            total += wb * (J - np.sum(abs(overlap)**2))
    return total / NK


frames = [select(i, trial @ trial.T) for i in range(NK)]
omega = [spread(frames)]
for sweep in range(5000):
    for i in range(NK):
        left, right = frames[i - 1], frames[(i + 1) % NK]
        frames[i] = select(i, wb * (left @ dagger(left) + right @ dagger(right)))
    omega.append(spread(frames))
    if abs(omega[-1] - omega[-2]) < 1e-12:
        break
assert abs(omega[-1] - omega[-2]) < 1e-12
assert np.all(np.diff(omega) < 1e-11) and omega[-1] < omega[0]

# Smooth gauge from the trial orbitals
for i in range(NK):
    u, s, vh = np.linalg.svd(dagger(frames[i]) @ trial)
    assert s.min() > 1e-3
    frames[i] = frames[i] @ u @ vh

# Real-space Hamiltonian of a periodic ring with NK cells
ring = np.zeros((NK * NORB, NK * NORB))
for x in range(NK):
    a = slice(x * NORB, (x + 1) * NORB)
    y = (x + 1) % NK
    b = slice(y * NORB, (y + 1) * NORB)
    ring[a, a] += onsite
    ring[a, b] += hop
    ring[b, a] += hop.T


def wannier_hr(frame_list):
    """Matrix elements of H between explicit real-space Wannier functions."""
    phase = np.exp(1j * np.outer(np.arange(NK), kgrid))
    w = np.einsum('xk,kin->xin', phase, np.array(frame_list)) / NK
    w0 = w.reshape(NK * NORB, J)
    hr = []
    for r in range(NK):
        wr = np.roll(w, r, axis=0).reshape(NK * NORB, J)
        expected = np.eye(J) if r == 0 else np.zeros((J, J))
        assert np.allclose(dagger(w0) @ wr, expected, atol=1e-11)
        hr.append(dagger(w0) @ ring @ wr)
    return hr


def interpolate(hr, k, rmax=NK // 2):
    h = np.zeros((J, J), complex)
    for r in range(-rmax, rmax + 1):
        weight = 0.5 if abs(r) == NK // 2 else 1.0
        h += weight * np.exp(1j * k * r) * hr[r % NK]
    return np.linalg.eigvalsh(h)


hr = wannier_hr(frames)
theta = np.array([interpolate(hr, k) for k in kgrid])

# Grid-point claims: exact frozen energies, no intruders, interlacing
frozen_err, outside_dev = 0.0, 0.0
for i in range(NK):
    m, n, e = n_froz[i], n_win[i], bands[i]
    assert np.sum(theta[i] <= FROZEN_TOP + 1e-10) == m
    frozen_err = max(frozen_err, np.max(abs(theta[i][:m] - e[:m])))
    for j in range(m, J):
        assert e[j] - 1e-10 <= theta[i][j] <= e[j + n - J] + 1e-10
        outside_dev = max(outside_dev, np.min(abs(theta[i][j] - e)))
assert frozen_err < 1e-10
assert outside_dev > 1e-2

# Ritz vectors: weighted mean, variance, and distance to the spectrum
for i, k in enumerate(kgrid):
    h = bloch_h(k)
    val, vec = np.linalg.eigh(dagger(frames[i]) @ h @ frames[i])
    assert np.allclose(val, theta[i], atol=1e-10)
    for j in range(J):
        v = frames[i] @ vec[:, j]
        p = abs(dagger(states[i]) @ v)**2
        res = np.linalg.norm(h @ v - theta[i][j] * v)
        assert np.sum(p[n_win[i]:]) < 1e-12
        assert abs(p @ bands[i] - theta[i][j]) < 1e-10
        assert abs(p @ (bands[i] - theta[i][j])**2 - res**2) < 1e-9
        assert np.min(abs(bands[i] - theta[i][j])) <= res + 1e-10
        if i == NK // 2 and j == J - 1:
            edge_p, edge_res = p, res

# Gauge change, points between the grid, and truncation of R
mixed = []
for f in frames:
    z = rng.normal(size=(J, J)) + 1j * rng.normal(size=(J, J))
    mixed.append(f @ np.linalg.qr(z)[0])
hr_mixed = wannier_hr(mixed)
theta_mixed = np.array([interpolate(hr_mixed, k) for k in kgrid])
gauge_err = np.max(abs(theta_mixed - theta))
assert gauge_err < 1e-10


def midpoint_error(h_r):
    worst = 0.0
    for k in kgrid + db / 2:
        e = np.linalg.eigvalsh(bloch_h(k))
        m = int(np.sum(e <= FROZEN_TOP))
        worst = max(worst, np.max(abs(interpolate(h_r, k)[:m] - e[:m])))
    return worst


mid_smooth, mid_random = midpoint_error(hr), midpoint_error(hr_mixed)
assert mid_smooth > 1e-8 and mid_random > mid_smooth
RCUT = 3
cut_err = max(np.max(abs(interpolate(hr, k, RCUT)[:m] - e[:m]))
              for k, m, e in zip(kgrid, n_froz, bands))
assert cut_err > 1e-8

# Random subspaces with frozen states in the middle of the spectrum
n, m, jdim, trials = 7, 2, 4, 300
for _ in range(trials):
    e = np.sort(rng.uniform(-5, 5, n))
    free = np.array([0, 1, 4, 5, 6])
    z = rng.normal(size=(n - m, jdim - m)) + 1j * rng.normal(size=(n - m, jdim - m))
    f = np.zeros((n, jdim), complex)
    f[2, 0] = f[3, 1] = 1
    f[free, m:] = np.linalg.qr(z)[0]
    ritz = np.linalg.eigvalsh(dagger(f) @ np.diag(e) @ f)
    assert np.all(ritz >= e[:jdim] - 1e-10)
    assert np.all(ritz <= e[n - jdim:] + 1e-10)
    rest = list(ritz)
    for target in e[2:4]:
        near = int(np.argmin(abs(np.array(rest) - target)))
        assert abs(rest.pop(near) - target) < 1e-10
    for j, value in enumerate(rest):
        assert e[free[j]] - 1e-10 <= value <= e[free[j + n - jdim]] + 1e-10

# A Ritz value may intrude into a frozen window with states on both sides
e_intr = np.array([-3.0, 1.0, 4.0])
window = (0.0, 2.0)
f = np.array([[0, 1], [1, 0], [0, 1]]) / np.array([1, np.sqrt(2)])
intr = np.linalg.eigvalsh(f.T @ np.diag(e_intr) @ f)
assert np.sum((e_intr > window[0]) & (e_intr < window[1])) == 1
assert np.sum((intr > window[0]) & (intr < window[1])) == 2

# A Ritz value may equal an input energy although its vector is no eigenvector
e_acc = np.array([2.0, 3.0, 4.0])
v = np.array([1.0, 0.0, 1.0]) / np.sqrt(2)
acc = v @ np.diag(e_acc) @ v
acc_res = np.linalg.norm(e_acc * v - acc * v)
assert np.min(abs(e_acc - acc)) < 1e-12 and acc_res > 0.5

print("Grid points, orbitals per cell, Wannier functions J:", NK, NORB, J)
print("Frozen top, outer top (eV):", FROZEN_TOP, OUTER_TOP)
print("On-site energies (eV):", np.diag(onsite))
for row in range(NORB):
    print(f"Hopping matrix to next cell, row {row + 1} (eV):", hop[row])
print(f"Invariant spread, start and end (a^2): {omega[0]:.6f} {omega[-1]:.6f}")
print("Sweeps to convergence:", len(omega) - 1)
print("k in 2pi/a | N M | input e1 e2 e3 e4 | interpolated t1 t2 (eV)")
for i in range(NK // 2 + 1):
    es = " ".join(f"{x:8.4f}" for x in bands[i])
    ts = " ".join(f"{x:8.4f}" for x in theta[i])
    print(f"{i / NK:.4f} | {n_win[i]} {n_froz[i]} | {es} | {ts}")
print(f"Largest frozen error on grid (eV): {frozen_err:.1e}")
print(f"Largest distance of outside value to input (eV): {outside_dev:.4f}")
print("Zone boundary, upper Ritz state, weights on e1..e4:",
      " ".join(f"{x:.5f}" for x in edge_p))
print(f"Zone boundary, its residual norm (eV): {edge_res:.4f}")
print(f"Grid energy change under random gauge (eV): {gauge_err:.1e}")
print(f"Frozen error at midpoints, smooth gauge (eV): {mid_smooth:.3e}")
print(f"Frozen error at midpoints, random gauge (eV): {mid_random:.3e}")
print(f"Frozen grid error with |R| <= {RCUT} only (eV): {cut_err:.3e}")
print("Random interlacing trials, N M J:", trials, n, m, jdim)
print("Intruder case, input energies (eV):", e_intr, "window:", window)
print("Intruder case, Ritz values (eV):", np.round(intr, 6))
print("Accidental case, input energies (eV):", e_acc)
print(f"Accidental case, Ritz value, residual (eV): {acc:.4f} {acc_res:.4f}")
print("verified")
```

Printed output:

```
Grid points, orbitals per cell, Wannier functions J: 16 4 2
Frozen top, outer top (eV): 1.5 8.2
On-site energies (eV): [-1.5  2.   5.   8. ]
Hopping matrix to next cell, row 1 (eV): [-0.3   0.15  0.    0.  ]
Hopping matrix to next cell, row 2 (eV): [-0.1  -0.8   0.25  0.1 ]
Hopping matrix to next cell, row 3 (eV): [0.   0.15 1.3  0.2 ]
Hopping matrix to next cell, row 4 (eV): [ 0.   0.   0.1 -0.5]
Invariant spread, start and end (a^2): 0.002061 0.000584
Sweeps to convergence: 91
k in 2pi/a | N M | input e1 e2 e3 e4 | interpolated t1 t2 (eV)
0.0000 | 4 2 |  -2.1010   0.3778   6.8763   7.7469 |  -2.1010   0.3778
0.0625 | 4 2 |  -2.0587   0.5051   6.9168   7.5825 |  -2.0587   0.5051
0.1250 | 4 2 |  -1.9359   0.8648   6.7560   7.3908 |  -1.9359   0.8648
0.1875 | 4 2 |  -1.7468   1.3965   5.9879   7.6327 |  -1.7468   1.3965
0.2500 | 4 1 |  -1.5178   2.0128   5.0000   8.0050 |  -1.5178   2.0171
0.3125 | 3 1 |  -1.2842   2.6010   4.0237   8.3892 |  -1.2842   2.6342
0.3750 | 3 1 |  -1.0835   2.8501   3.4401   8.7175 |  -1.0835   3.1553
0.4375 | 3 1 |  -0.9482   2.4489   3.6162   8.9375 |  -0.9482   3.5026
0.5000 | 3 1 |  -0.9006   2.2641   3.7216   9.0148 |  -0.9006   3.6244
Largest frozen error on grid (eV): 1.1e-14
Largest distance of outside value to input (eV): 0.2849
Zone boundary, upper Ritz state, weights on e1..e4: 0.00000 0.06668 0.93332 0.00000
Zone boundary, its residual norm (eV): 0.3636
Grid energy change under random gauge (eV): 1.9e-14
Frozen error at midpoints, smooth gauge (eV): 7.744e-05
Frozen error at midpoints, random gauge (eV): 1.161e+00
Frozen grid error with |R| <= 3 only (eV): 2.471e-04
Random interlacing trials, N M J: 300 7 2 4
Intruder case, input energies (eV): [-3.  1.  4.] window: (0.0, 2.0)
Intruder case, Ritz values (eV): [0.5 1. ]
Accidental case, input energies (eV): [2. 3. 4.]
Accidental case, Ritz value, residual (eV): 3.0000 1.0000
verified
```
